\section*{Capacitance of Conductors in an Aligned Uniaxial Dielectric by Coordinate Stretching, part 2}

An anisotropic film is to be entered into a capacitance solver that accepts one scalar permittivity. The conductors run along $y$, with cross-section in the $(x,z)$ plane and $z$ upward. The film is linear and lossless, with relative permittivities $\epsilon_x$ (horizontal) and $\epsilon_z$ (vertical, along the optic axis). Fields are quasi-static and vary slowly along $y$, so $\mathbf E=-\nabla\phi$ in the cross-section. Lengths are in $\mu\mathrm m$ and capacitances per unit length in $\mathrm{aF}/\mu\mathrm m$.

The matrix $C_{ij}$ is defined by $Q_i=\sum_jC_{ij}V_j$, with charges $Q_i$ per unit length and potentials $V_j$ relative to the grounded surfaces. Coupling is $-C_{ij}$; capacitance to ground is $\sum_jC_{ij}$. The solver is given
\begin{equation}
\epsilon_g=\sqrt{\epsilon_x\epsilon_z},\qquad
s=\sqrt{\frac{\epsilon_x}{\epsilon_z}},\qquad
x'=x,\quad z'=sz .
\label{eq:rule}
\end{equation}
More generally $x'=ax$, $z'=bz$ with $b/a=s$. The stretched potential is $\psi(x',z')=\phi(x,z)$, the solver's field is $\mathbf E'=-\nabla'\psi$, and
\begin{equation}
\frac{\partial\phi}{\partial x}=a\frac{\partial\psi}{\partial x'},\qquad
\frac{\partial\phi}{\partial z}=b\frac{\partial\psi}{\partial z'} .
\label{eq:chain}
\end{equation}
The flux through every segment is preserved, so
\begin{equation}
C_{ij}[\text{physical shape};\epsilon_x,\epsilon_z]
=C_{ij}[\text{stretched shape};\epsilon_g].
\label{eq:result}
\end{equation}
With $\phi_i$ the dimensionless potential equal to one on conductor $i$ and zero on all others,
\begin{equation}
C_{ij}=\epsilon_0\int\left(
\epsilon_x\frac{\partial\phi_i}{\partial x}\frac{\partial\phi_j}{\partial x}
+\epsilon_z\frac{\partial\phi_i}{\partial z}\frac{\partial\phi_j}{\partial z}
\right)dx\,dz ,
\label{eq:energy}
\end{equation}
and, with isotropic media in the unstretched geometry as outer terms,
\begin{equation}
C_{ii}[\min(\epsilon_x,\epsilon_z)]\le C_{ii}
\le C_{ii}[\max(\epsilon_x,\epsilon_z)] .
\label{eq:bounds}
\end{equation}
Without edge fields, a horizontal plate pair (width $w$, separation $h$) and facing sidewalls (height $t$, separation $d$) have
\begin{equation}
C\simeq\epsilon_0\epsilon_g\frac{w}{sh}
=\epsilon_0\epsilon_z\frac wh ,
\label{eq:plate}
\end{equation}
\begin{equation}
C\simeq\epsilon_0\epsilon_g\frac{st}{d}
=\epsilon_0\epsilon_x\frac td .
\label{eq:wall}
\end{equation}
The ellipses in the computed results are the conductors $x^2+s^2z^2=R_{1,2}^2$, with $R_1=1\,\mu\mathrm m$, $R_2=3\,\mu\mathrm m$, $\epsilon_x=3.6$, $\epsilon_z=2.8$ and
\begin{equation}
C=\frac{2\pi\epsilon_0\epsilon_g}{\ln(R_2/R_1)} .
\label{eq:ellipse}
\end{equation}

\subsection{Horizontal layers}

Suppose that layer $m$ has constants $\epsilon_{x,m}$ and $\epsilon_{z,m}$, with horizontal interfaces. Keep $x'=x$ everywhere and let $z'$ grow at the rate of the local layer:
\begin{equation}
\frac{dz'}{dz}=s_m=\sqrt{\frac{\epsilon_{x,m}}{\epsilon_{z,m}}},\qquad
\epsilon_{g,m}=\sqrt{\epsilon_{x,m}\epsilon_{z,m}} .
\label{eq:layers}
\end{equation}
Each layer thickness is multiplied by its own $s_m$, and the layers are stacked again without gaps. Inside a layer the earlier derivation applies, since a constant shift of $z'$ changes no derivative. At an interface the potential is continuous, and so is the normal displacement. The latter is proportional to
\begin{equation}
\epsilon_{z,m}\frac{\partial\phi}{\partial z}
=\epsilon_{z,m}s_m\frac{\partial\psi}{\partial z'}
=\epsilon_{g,m}\frac{\partial\psi}{\partial z'} ,
\end{equation}
so its continuity is the interface condition between isotropic media $\epsilon_{g,m}$. An isotropic layer has $s_m=1$ and keeps its thickness. A conductor that crosses an interface is stretched piece by piece.

The common horizontal scale is essential. If $x$ were scaled differently in two layers, points that touch across the interface would be moved apart. The same trouble arises at a vertical boundary between materials with different $s$, because heights on its two sides would no longer match. If $s$ is the same in all materials, a single stretch serves for interfaces of any shape: the flux through each interface segment is preserved on both sides.

The layer rule was tested on a line $2\,\mu\mathrm m$ wide that extends from $z=3$ to $5\,\mu\mathrm m$ between grounded planes at 0 and $8\,\mu\mathrm m$. The interface is at $4\,\mu\mathrm m$. The lower layer has $\epsilon_x=4.5$ and $\epsilon_z=2.0$, so $s=1.5$ and $\epsilon_g=3.0$. The upper layer is isotropic with permittivity 3.9. In the stretched drawing the interface is at $6\,\mu\mathrm m$, the line extends from 4.5 to $7\,\mu\mathrm m$, and the upper plane is at $10\,\mu\mathrm m$. Both drawings were cut off at $x=\pm10\,\mu\mathrm m$, with no flux through the sides. Finite-element solutions of the two problems, on square grids that do not map onto each other, both gave $125.8\,\mathrm{aF}/\mu\mathrm m$. The cut is the same in both, so it does not affect the comparison, but it makes the value about 0.4\% lower than for planes that continue sideways.

\subsection{Three lines between ground planes}

The example is an array of three metal redistribution lines in a polyimide film whose stiff chains lie mainly in the film plane. Rough typical permittivities for such a film are $\epsilon_x=3.6$ and $\epsilon_z=2.8$. Each line is $2\,\mu\mathrm m$ wide and $3\,\mu\mathrm m$ thick. The spacing is $2\,\mu\mathrm m$, and the clearance to a ground plane above and below is $3\,\mu\mathrm m$, so the planes are $9\,\mu\mathrm m$ apart. The input to the isotropic solver is
\begin{align}
s&=\sqrt{3.6/2.8}=1.134, &
\epsilon_g&=\sqrt{3.6\times2.8}=3.175, \nonumber\\
t'&=1.134\times3=3.402\,\mu\mathrm m, &
b'&=1.134\times9=10.21\,\mu\mathrm m .
\end{align}
Here $t'$ is the stretched thickness and $b'$ the stretched distance between the planes. Each clearance also becomes $3.402\,\mu\mathrm m$. Widths and spacings stay at $2\,\mu\mathrm m$.

Before the full solution, the plate formulas set the scale. With $\epsilon_0=8.854\,\mathrm{aF}/\mu\mathrm m$,
\begin{align}
\text{one sidewall pair:}\quad
&8.854\times3.6\times\tfrac32=47.8\,\mathrm{aF}/\mu\mathrm m, \nonumber\\
\text{one line--plane pair:}\quad
&8.854\times2.8\times\tfrac23=16.5\,\mathrm{aF}/\mu\mathrm m .
\end{align}
The centre line has two of each, which add up to about $129\,\mathrm{aF}/\mu\mathrm m$.

The stretched problem was solved with surface charges on the conductors. The potential of a unit line charge at $(x_0',z_0')$ between grounded planes at $z'=0$ and $b'$ is
\begin{equation}
G=\frac{1}{4\pi\epsilon_0\epsilon_g}
\ln\frac{\sinh^2 k(x'-x_0')+\sin^2k(z'+z_0')}
{\sinh^2 k(x'-x_0')+\sin^2k(z'-z_0')},
\quad k=\frac{\pi}{2b'} .
\label{eq:green}
\end{equation}
Since $|\sinh(p+iq)|^2=\sinh^2p+\sin^2q$, each logarithm is that of the modulus of an analytic function, and so it satisfies Laplace's equation away from zeros. Between the planes the one zero is at the source, where $G\simeq-\ln r'/(2\pi\epsilon_0\epsilon_g)$ plus a constant, with $r'$ the distance from the source. This is the potential of a unit charge. On either plane the two sine terms are equal, so $G=0$.

For the centre line this gives
\begin{align}
C_{\mathrm{total}}&=187.7\,\mathrm{aF}/\mu\mathrm m=1.877\,\mathrm{pF/cm},\nonumber\\
C_{\mathrm{coupling}}&=62.0\,\mathrm{aF}/\mu\mathrm m
\quad\text{to each neighbour},\nonumber\\
C_{\mathrm{ground}}&=63.6\,\mathrm{aF}/\mu\mathrm m .
\label{eq:numbers}
\end{align}
The total is the charge per volt with both neighbours grounded, and $2\times62.0+63.6$ reproduces it within rounding. It exceeds the plate estimate by about $59\,\mathrm{aF}/\mu\mathrm m$, or 31\% of the total. The plate formulas assume a uniform field between facing surfaces and leave out its crowding and spreading at the edges, so they are a check on scale and not a substitute for the solver.

As a test of Eq.~\eqref{eq:result}, the anisotropic equation was also solved by finite elements in the physical, unstretched geometry. The cells were $1/8$ and $1/16\,\mu\mathrm m$ wide, and the results were extrapolated to zero cell size. The largest difference between the two $3\times3$ matrices was 0.0024\% of the centre line's total capacitance. This measures numerical agreement within the model. The rough permittivities do not justify so many digits for a real film.

\subsection{What the shortcuts cost}

Two shortcuts keep the physical drawing. One enters $\epsilon_g$. The other enters $\epsilon_z$, which is what a wide parallel-plate capacitor made from the film would measure. Their errors for the centre line, relative to Eq.~\eqref{eq:numbers}, are:

\begin{center}
\begin{tabular}{lrrr}
Permittivity entered & Total & Coupling & Ground\\
\hline
$\epsilon_g$ & $-3.8\%$ & $-12.1\%$ & $+12.2\%$\\
$\epsilon_z$ & $-15.2\%$ & $-22.5\%$ & $-1.0\%$
\end{tabular}
\end{center}

The plate limits account for the pattern. Without the stretch, $\epsilon_g$ replaces $\epsilon_x$ between sidewalls, a factor $1/s=0.882$ or $-11.8\%$. It replaces $\epsilon_z$ between line and plane, a factor $s$ or $+13.4\%$. The two errors partly cancel in the total, so a comparison of total capacitance alone can hide a wrong coupling. With $\epsilon_z$ everywhere, the sidewall factor is $2.8/3.6$, or $-22.2\%$, while the line--plane limit is already correct.

Entering $\epsilon_x$ everywhere gives a total of $204.6\,\mathrm{aF}/\mu\mathrm m$, and $\epsilon_z$ everywhere gives 159.2. The anisotropic total lies between them, as Eq.~\eqref{eq:bounds} requires. The coupling does not: it is 62.02 in the anisotropic film and $61.84\,\mathrm{aF}/\mu\mathrm m$ with $\epsilon_x$ everywhere. To see why this is allowed, differentiate Eq.~\eqref{eq:energy} with respect to $\epsilon_z$. The change in each $\phi_i$ vanishes on all conductors, so its cross term with $\phi_j$ integrates to zero. What remains is
\begin{equation}
\frac{\partial(-C_{ij})}{\partial\epsilon_z}
=-\epsilon_0\int
\frac{\partial\phi_i}{\partial z}\frac{\partial\phi_j}{\partial z}\,dx\,dz .
\end{equation}
For $i\ne j$ the integrand has no fixed sign, so a larger vertical permittivity may lower the coupling. In this array it does so slightly over the interval from 2.8 to 3.6.

\subsection{Where the model gives way}

If the optic axis is tilted by an angle $\theta$ in the cross-section, the permittivity tensor acquires an off-diagonal element of magnitude $|\epsilon_x-\epsilon_z|\sin\theta\cos\theta$. The field equation then contains a mixed derivative. Stretching $x$ and $z$ separately multiplies this term by $ab$ but cannot remove it, so Eq.~\eqref{eq:rule} no longer holds. The present array is unchanged by reflection in the horizontal midplane, which reverses $\theta$. Its capacitances are therefore even in $\theta$, and a small tilt acts at second order. Direct anisotropic calculations at $5^\circ$ and $10^\circ$ tested this: the ratio of the two changes in total capacitance lay between 3.7 and 4.2, where a quadratic law gives about 4. At $10^\circ$ the coupling changes by $-0.7\%$. A layout without such a reflection symmetry can respond at first order.

The table lists larger disturbances, again as changes in the centre-line values. The material changes are rough assumptions chosen to show scale. Apart from the quantity named, all inputs are held fixed.

\begin{center}
\begin{tabular}{lrrr}
Change & Total & Coupling & Ground\\
\hline
Random chains in gaps & $-3.7\%$ & $-5.7\%$ & $+0.1\%$\\
Chains along sidewalls & $-11.3\%$ & $-17.1\%$ & $-0.1\%$\\
Moisture & $+9.1\%$ & $+8.3\%$ & $+10.6\%$\\
Lines $0.2\,\mu\mathrm m$ wider & $+8.0\%$ & $+11.7\%$ & $+0.9\%$\\
Heating by 60 K & $-2.4\%$ & $-2.4\%$ & $-2.4\%$
\end{tabular}
\end{center}

The first two rows concern the material between the lines. For random orientation it was given the isotropic mean $(2\times3.6+2.8)/3=3.333$. For chains along the sidewalls, $\epsilon_x$ and $\epsilon_z$ were exchanged in the gaps. The sides of the gaps are metal, but the gap material and the unchanged film beyond the outer lines lie at the same heights with different $s$. The two sidewalls of an outer line would need different stretched heights, so no single map $z'(z)$ exists and the anisotropic equation was solved directly. If the changed material fills the whole band between the bottom and top of the lines, the layer rule applies, and the centre-line changes differ from these two rows by less than 0.1 percentage point. Moisture was represented by adding 0.3 to both permittivities. The wider lines keep their pitch, so each gap shrinks from 2.0 to $1.8\,\mu\mathrm m$; the sidewall formula alone would give $+11\%$ for the coupling. For heating, both permittivities were assumed to fall by $4\times10^{-4}$ per kelvin. A common factor leaves $s$ unchanged and multiplies $\epsilon_g$, so all three capacitances change by the same percentage.

Three further scales support the remaining assumptions. For lines $1000\,\mu\mathrm m$ long, the distance between the planes is 0.9\% of the length, which is a rough scale for the end correction, not an estimate of its value or a bound. At 10 GHz the wavelength in the film, computed with the larger permittivity $\epsilon_x$, is about $16\,000\,\mu\mathrm m$, so the plane distance is 0.06\% of a wavelength and the cross-section is quasi-static. At 1.8 V the mean field in a $2\,\mu\mathrm m$ gap is $0.009\,\mathrm{MV/cm}$, far below a breakdown strength of roughly a few MV/cm. The field at a sharp corner is higher than this mean.

Compared with real redistribution wiring in polyimide, the micrometre dimensions and permittivities are in a realistic range, although a line thicker than it is wide is rather tall and continuous planes on both sides are an idealization. The assumption most open to doubt is that the chains in a narrow gap lie as they do in a flat, unpatterned film. If they followed the sidewalls completely, the model's coupling would fall by 17\%, more than the error from omitting the stretch. A less ordered polyimide has $\epsilon_x$ closer to $\epsilon_z$ and needs a smaller correction. For the film and layout assumed here, the stretch is worth applying when coupling is wanted to better than about 10\%, provided that the orientation in the gaps and the moisture content are known to matching accuracy. The error grows with the spacing: at 4 and $8\,\mu\mathrm m$, with all other dimensions unchanged, entering $\epsilon_g$ without the stretch makes the coupling about 17\% and 28\% too low.

\subsection{Using the stretched drawing}

All shapes must be stretched, not just the listed thicknesses. A sloping sidewall with slope $dz/dx$ acquires the slope $s\,dz/dx$, and a circular corner becomes elliptical. Capacitances are read directly from the solver. Fields must be converted back with Eq.~\eqref{eq:chain}, where $a=1$ and $b=s$:
\begin{equation}
E_x=E'_{x'},\qquad E_z=sE'_{z'} .
\end{equation}
A breakdown check that used the solver's vertical field would be low by the factor $s$ for $s>1$. The stretched metal area is $s$ times the physical area, so line resistance must be computed from the original drawing. The numerical output below gives most of the values to more digits.

\section*{Computed results}
\begin{verbatim}
eps_x (rough, in plane) = 3.60
eps_z (rough, out of plane) = 2.80
line width, thickness = 2.0, 3.0 um
spacing, clearance to each plane = 2.0, 3.0 um
distance between planes = 9.0 um
vacuum permittivity = 8.8542 aF/um
stretch s = 1.1339; eps_g = 3.1749
stretched thickness = 3.402 um
stretched clearance = 3.402 um
stretched plane distance = 10.205 um
ellipses: x semi-axes = 1.0, 3.0 um
ellipses: z semi-axes = 0.8819, 2.6458 um
ellipses: C from physical flux = 160.773 aF/um
ellipses: C from formula = 160.773 aF/um
one sidewall pair, no fringe = 47.81 aF/um
one line-plane pair, no fringe = 16.53 aF/um
centre line: total, coupling to one neighbour, ground (aF/um)
stretched isotropic: 187.65, 62.02, 63.60
direct anisotropic: 187.65, 62.03, 63.60
eps_g without stretch: 180.46, 54.54, 71.38
eps_z everywhere: 159.15, 48.10, 62.95
eps_x everywhere: 204.62, 61.84, 80.94
total, converted = 1.8765 pF/cm
largest matrix difference / total = 0.0024 %
change from 24 to 48 panels per side = 0.0062 %
shortcut errors: total, coupling, ground (%)
eps_g without stretch: -3.83, -12.07, +12.23
eps_z everywhere: -15.19, -22.45, -1.02
layer test: lower eps_x, eps_z = 4.5, 2.0
layer test: upper eps = 3.9; lower stretch = 1.50
layer test: direct C = 125.774 aF/um
layer test: stretched C = 125.774 aF/um
neglected effects: change of total, coupling, ground (%)
axis tilt 5 deg: -0.06, -0.19, +0.20
axis tilt 10 deg: -0.22, -0.74, +0.79
random chains in gaps, eps 3.333: -3.72, -5.69, +0.12
chains along sidewalls in gaps: -11.31, -17.07, -0.06
moisture, both eps +0.3: +9.10, +8.33, +10.61
lines wider by 0.2 um: +8.00, +11.66, +0.87
heating by 60 K: -2.40, -2.40, -2.40
assumed temperature slope of eps = -4.0e-04 1/K
line length = 1000 um
end-effect scale, plane distance/length = 0.90 %
wavelength at 10 GHz = 15800 um
plane distance/wavelength = 5.70e-04
mean gap field at 1.8 V = 0.0090 MV/cm
\end{verbatim}
